# Capture of Drifting Adatoms by the Islands Bounding a Gap: verification in Python

```python
"""Capture of uniformly deposited atoms by the left end of an absorbing gap.

Result under test: f(p) = 1/p - 1/(exp(p)-1), p = v L / D, where
L = gap width, D = diffusion coefficient, v = rightward drift speed,
f = fraction of the atoms landing in the gap that stick at the left end.
Independent roads: symbolic solution of the splitting equation, a lattice
master equation with Arrhenius hop rates, and a random walk.
Example: Ag adatoms on Ag(111) between strip islands, rough typical inputs.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import solve_banded


def left_fraction(p):
    return 0.5 if p == 0 else 1 / p - 1 / np.expm1(p)


def even_odds_point(p):
    """Position x/L from which both ends are equally likely."""
    return -np.log((1 + np.exp(-p)) / 2) / p


def density(x, flux, v, D, L):
    """Steady adatom density under uniform flux."""
    return flux / v * (x - L * np.expm1(v * x / D) / np.expm1(v * L / D))


def occupation(saddle, binding, source):
    """Steady occupation of the inner sites; energies in units of kT.

    saddle has one entry per bond, binding one per inner site.
    Returns the occupations and the share of the source leaving at the left.
    """
    k_left = np.exp(binding - saddle[:-1])
    k_right = np.exp(binding - saddle[1:])
    band = np.zeros((3, len(binding)))
    band[1] = k_left + k_right
    band[0, 1:] = -k_left[1:]
    band[2, :-1] = -k_right[:-1]
    n = solve_banded((1, 1), band, source)
    return n, k_left[0] * n[0] / source.sum()


def tilted(p, M):
    """Saddle and binding energies that both fall by p kT over M bonds."""
    return -p * (np.arange(M) + 0.5) / M, -p * np.arange(1, M) / M


def lattice_fraction(p, M):
    saddle, binding = tilted(p, M)
    return occupation(saddle, binding, np.ones(M - 1))[1]


# Symbolic solution of the splitting equation, then the uniform average
s, P = sp.symbols("s P", positive=True)
u = sp.Function("u")
solution = sp.dsolve(u(s).diff(s, 2) + P * u(s).diff(s), u(s),
                     ics={u(0): 1, u(1): 0}).rhs
average = sp.integrate(sp.expand(solution), (s, 0, 1))
for value in (0.3, 1.0, 4.0):
    symbolic = float(average.subs(P, sp.Float(value, 30)).evalf(20))
    assert abs(symbolic - left_fraction(value)) < 1e-10

# Lattice master equation: the error must be small and halve with the spacing
worst = 0.0
for value in (-3.0, 0.5, 2.0, 8.0):
    coarse = lattice_fraction(value, 1000) - left_fraction(value)
    fine = lattice_fraction(value, 2000) - left_fraction(value)
    # the lattice has no landing sites on the ends: shift of order 1/M
    assert abs(fine) < 1 / 2000
    assert abs(coarse / fine - 2) < 0.05
    worst = max(worst, abs(fine))
mirror_sum = lattice_fraction(3.0, 1000) + lattice_fraction(-3.0, 1000)
assert abs(mirror_sum - 1) < 1e-9

# Limits of weak and strong drift
weak = 0.5 - 0.1 / 12 + 0.1**3 / 720
assert abs(left_fraction(0.1) - weak) < 1e-8
assert abs(20 * lattice_fraction(20.0, 4000) - 1) < 0.01

# Density, mean lifetime and even-odds point on the lattice (L = 1)
M_test, p_test = 2000, 2.0
saddle, binding = tilted(p_test, M_test)
n_sites, _ = occupation(saddle, binding, np.ones(M_test - 1))
D_test, v_test = 1 / M_test**2, p_test / M_test**2
x_sites = np.arange(1, M_test) / M_test
n_formula = density(x_sites, 1.0, v_test, D_test, 1.0)
assert np.max(np.abs(n_sites - n_formula)) < 1e-4 * n_formula.max()
life_formula = (0.5 - left_fraction(p_test)) / v_test
# averaging over inner sites only shifts the mean by order 1/M
assert abs(n_sites.mean() / life_formula - 1) < 2 / M_test
point_source = np.zeros(M_test - 1)
point_source[round(even_odds_point(p_test) * M_test) - 1] = 1
even = occupation(saddle, binding, point_source)[1]
assert abs(even - 0.5) < 2 / M_test

# Only the saddle slope matters: disordered binding, then binding slope alone
rng = np.random.default_rng(7)
disorder = binding + rng.uniform(-1, 1, M_test - 1)
f_ordered = lattice_fraction(p_test, M_test)
f_disorder = occupation(saddle, disorder, np.ones(M_test - 1))[1]
assert abs(f_disorder - f_ordered) < 1e-8
f_binding = occupation(np.zeros(M_test), binding, np.ones(M_test - 1))[1]
assert abs(f_binding - 0.5) < 1e-8

# Random walk, with the bias set by the definitions of v and D
M_walk, walkers = 50, 40000
position = rng.integers(1, M_walk, walkers)
go_right = 0.5 + p_test / (4 * M_walk)
hits_left = 0
while position.size:
    position = position + np.where(rng.random(position.size) < go_right, 1, -1)
    hits_left += np.count_nonzero(position == 0)
    position = position[(position > 0) & (position < M_walk)]
f_walk = hits_left / walkers
sigma = np.sqrt(f_walk * (1 - f_walk) / walkers)
# four standard errors plus the order-1/M lattice shift
assert abs(f_walk - left_fraction(p_test)) < 4 * sigma + 0.2 / M_walk

# Worked example: rough typical inputs for Ag on Ag(111)
kB = constants.k / constants.e          # eV/K
T, L, a = 200.0, 50.0, 0.289            # K, nm, nm
hop_barrier, prefactor = 0.10, 1e12     # eV, 1/s (total hop rate)
coupling, strain_change = 2.0, 0.01     # eV per unit strain, strain over L
flux_ML, dose = 1e-3, 0.01              # monolayers/s, monolayers
kT = kB * T
saddle_drop = coupling * strain_change
p = saddle_drop / kT
D = prefactor * np.exp(-hop_barrier / kT) * a**2 / 4
v = D * saddle_drop / (kT * L)
f = left_fraction(p)
lifetime = L * (0.5 - f) / v

# Effects that the model leaves out
M = round(L / a)
saddle, binding = tilted(p, M)
ones = np.ones(M - 1)
f_lattice = occupation(saddle, binding, ones)[1]
f_double = lattice_fraction(p, 2 * M)
bond = (np.arange(M) + 0.5) / M
uneven = 0.5                            # slope 50 % up at left, down at right
f_uneven = occupation(saddle - p * uneven * bond * (1 - bond),
                      binding, ones)[1]
edge_barrier = 0.02                     # eV, extra barrier at left island
blocked = saddle.copy()
blocked[0] += edge_barrier / kT
f_blocked = occupation(blocked, binding, ones)[1]
f_narrow = left_fraction(p * (1 - dose))
site_area = a**2 * np.sqrt(3) / 2
flux_area = flux_ML / site_area
capture_number = 3.0
n_squared = quad(lambda x: density(x, flux_area, v, D, L)**2, 0, L)[0]
nuclei = capture_number * D * n_squared * L * dose / flux_ML
coverage = flux_ML * lifetime
adatom_energy, desorption_energy = 0.6, 2.0     # eV
edge_vapour = np.exp(-adatom_energy / kT) / coverage
desorbed = prefactor * np.exp(-desorption_energy / kT) * lifetime
assert nuclei < 0.1 and edge_vapour < 0.01 and desorbed < 0.01

print("TESTS")
print(f"largest lattice error of f, 2000 bonds: {worst:.1e}")
print(f"f at p = {p_test:.0f}, formula: {left_fraction(p_test):.4f}")
print(f"f at p = {p_test:.0f}, random walk: {f_walk:.4f} +- {sigma:.4f}")
print(f"f at p = {p_test:.0f}, lattice, ordered binding: {f_ordered:.4f}")
print(f"f at p = {p_test:.0f}, lattice, disordered binding: {f_disorder:.4f}")
print(f"f with slope in binding energy only: {f_binding:.4f}")
print("INPUTS (rough typical values)")
print(f"temperature: {T:.0f} K;  gap: {L:.0f} nm;  hop length: {a:.3f} nm")
print(f"hop barrier: {hop_barrier:.2f} eV;  prefactor: {prefactor:.0e} 1/s")
print(f"saddle coupling: {coupling:.1f} eV per unit strain")
print(f"strain change across gap: {100 * strain_change:.1f} %")
print(f"flux: {flux_ML:.0e} ML/s;  dose: {dose:.2f} ML")
print("RESULTS")
print(f"kT: {1000 * kT:.2f} meV")
print(f"saddle energy drop across gap: {1000 * saddle_drop:.1f} meV")
print(f"p: {p:.4f}")
print(f"exp(p) - 1: {np.expm1(p):.4f}")
print(f"1/p: {1 / p:.4f};  1/(exp(p)-1): {1 / np.expm1(p):.4f}")
print(f"left fraction f: {f:.4f};  right fraction: {1 - f:.4f}")
print(f"weak-drift estimate 1/2 - p/12: {0.5 - p / 12:.4f}")
print(f"effective left capture width f L: {f * L:.2f} nm")
print(f"even-odds point x*: {even_odds_point(p) * L:.2f} nm")
print(f"D: {D:.2e} nm2/s = {D * 1e-14:.2e} cm2/s")
print(f"drift speed v: {v:.2e} nm/s;  D/v: {D / v:.1f} nm")
print(f"mean adatom lifetime: {1e6 * lifetime:.2f} microseconds")
print(f"mean adatom coverage in gap: {coverage:.1e} ML")
print("NEGLECTED EFFECTS")
print(f"bias per hop length, p a/L: {p * a / L:.4f}")
print(f"lattice, {M} bonds, change of f: {f_lattice - f:+.5f}")
print(f"lattice, {2 * M} bonds, change of f: {f_double - f:+.5f}")
print(f"slope uneven by +-{100 * uneven:.0f} %, change of f: "
      f"{f_uneven - f_lattice:+.4f}")
print(f"left edge barrier {edge_barrier:.2f} eV, change of f: "
      f"{f_blocked - f_lattice:+.4f}")
print(f"gap narrowed by the dose, change of f: {f_narrow - f:+.5f}")
print(f"capture number assumed for nucleation: {capture_number:.0f}")
print(f"nuclei per L x L patch during the dose: {nuclei:.1e}")
print(f"adatom formation energy at edges: {adatom_energy:.1f} eV")
print(f"edge vapour / mean adatom density: {edge_vapour:.1e}")
print(f"desorption energy: {desorption_energy:.1f} eV")
print(f"fraction desorbed: {desorbed:.1e}")
print(f"f if coupling is halved: {left_fraction(p / 2):.4f}")
print(f"f if coupling is doubled: {left_fraction(2 * p):.4f}")
print("PASS")
```

Running it gives:

```
TESTS
largest lattice error of f, 2000 bonds: 1.9e-04
f at p = 2, formula: 0.3435
f at p = 2, random walk: 0.3402 +- 0.0024
f at p = 2, lattice, ordered binding: 0.3434
f at p = 2, lattice, disordered binding: 0.3434
f with slope in binding energy only: 0.5000
INPUTS (rough typical values)
temperature: 200 K;  gap: 50 nm;  hop length: 0.289 nm
hop barrier: 0.10 eV;  prefactor: 1e+12 1/s
saddle coupling: 2.0 eV per unit strain
strain change across gap: 1.0 %
flux: 1e-03 ML/s;  dose: 0.01 ML
RESULTS
kT: 17.23 meV
saddle energy drop across gap: 20.0 meV
p: 1.1605
exp(p) - 1: 2.1914
1/p: 0.8617;  1/(exp(p)-1): 0.4563
left fraction f: 0.4054;  right fraction: 0.5946
weak-drift estimate 1/2 - p/12: 0.4033
effective left capture width f L: 20.27 nm
even-odds point x*: 18.12 nm
D: 6.31e+07 nm2/s = 6.31e-07 cm2/s
drift speed v: 1.46e+06 nm/s;  D/v: 43.1 nm
mean adatom lifetime: 3.23 microseconds
mean adatom coverage in gap: 3.2e-09 ML
NEGLECTED EFFECTS
bias per hop length, p a/L: 0.0067
lattice, 173 bonds, change of f: -0.00055
lattice, 346 bonds, change of f: -0.00027
slope uneven by +-50 %, change of f: -0.0036
left edge barrier 0.02 eV, change of f: -0.0085
gap narrowed by the dose, change of f: +0.00091
capture number assumed for nucleation: 3
nuclei per L x L patch during the dose: 1.1e-02
adatom formation energy at edges: 0.6 eV
edge vapour / mean adatom density: 2.4e-07
desorption energy: 2.0 eV
fraction desorbed: 1.3e-44
f if coupling is halved: 0.4519
f if coupling is doubled: 0.3220
PASS
```
